# Melting time of a current-carrying copper strip at its melting point

## Question

A long copper strip is solid throughout and already at its melting point. A supply holds the current density at $J=100\ \mathrm{MA/cm^2}$, where $J$ means the total current divided by the cross-section. The latent heat of melting is $L=1.84\times10^{9}\ \mathrm{J/m^3}$. In parts (a) and (b) the resistivity is fixed at $\rho=10\ \mathrm{\mu\Omega\,cm}$, the current is uniform over the section, and no heat leaves the copper.

**(a)** Derive the heating power per unit volume and evaluate it.

**(b)** Find the time $t_0$ between the start and the end of melting. What fraction has melted after 10 ns, and what is $t_0$ at a tenth of the current density?

**(c)** Liquid copper is a poorer conductor than the solid. Let its resistivity be $r\rho$, with $r=2$ as a rough value. The total current is still fixed and no heat is lost. Solid and liquid are mixed so finely that they share heat and stay at the melting point. Find the melting time for layers lying across the current and for layers lying along it, and show that other fine mixtures fall between the two.

**(d)** The strip is wide, has thickness $d$, and touches oxide on both faces. The oxide on each side is deep enough to be treated as a half-space, and heat flows only perpendicular to the faces. Return to fixed $\rho$ and take the copper to have one temperature across its thickness. The oxide starts at temperatures between $T_0=300$ K and the melting point $T_m=1358$ K. Find lower and upper bounds on the melting time.

**(e)** Evaluate the bounds for $d=1\ \mathrm{\mu m}$ and $d=0.1\ \mathrm{\mu m}$. Rough oxide data are: conductivity $k=1.4\ \mathrm{W/(m\,K)}$ and heat capacity $c=1.65\times10^{6}\ \mathrm{J/(m^3\,K)}$. Is the one-temperature assumption reasonable for the thicker strip?

**(f)** How far does the answer to (b) apply to a real interconnect?

## Model answers

### (a) Heating power

Take a piece of length $\ell$ and cross-section $A$. Its current is $I=JA$ and its resistance is $\rho\ell/A$, so the voltage along it is $V=\rho J\ell$. The electrical power turned into heat, divided by the volume $A\ell$, is

$$
p=\frac{IV}{A\ell}=\frac{(JA)(\rho J\ell)}{A\ell}=J^2\rho .
$$

The dimensions of the piece cancel. For the units, $1\ \mathrm{cm^{-2}}=10^4\ \mathrm{m^{-2}}$ and $1\ \mathrm{\mu\Omega\,cm}=10^{-8}\ \mathrm{\Omega\,m}$, hence

$$
J=10^{8}\times10^{4}=10^{12}\ \mathrm{A/m^2},\qquad
\rho=10\times10^{-8}=10^{-7}\ \mathrm{\Omega\,m},
$$

$$
p=(10^{12})^2\times10^{-7}=10^{17}\ \mathrm{W/m^3}.
$$

This is 0.1 W in each cubic micrometre. The field is $\rho J=0.1\ \mathrm{V/\mu m}$, and a strip 1 μm thick and 10 μm wide carries 10 A.

### (b) Adiabatic melting time

Let $f$ be the melted fraction. While solid and liquid coexist at the melting point, the temperature does not rise, so all the heat supplied becomes latent heat:

$$
L\frac{df}{dt}=J^2\rho .
$$

The right side is constant and $f(0)=0$, so $f=J^2\rho\,t/L$. Melting ends at $f=1$:

$$
t_0=\frac{L}{J^2\rho}
=\frac{1.84\times10^{9}\ \mathrm{J/m^3}}{10^{17}\ \mathrm{W/m^3}}
=1.84\times10^{-8}\ \mathrm{s}=18.4\ \mathrm{ns}.
$$

Under the stated conditions, complete melting therefore takes about 18 ns. After 10 ns the fraction is $10/18.4=0.54$. Since $t_0\propto J^{-2}$ at fixed $\rho$ and $L$, a tenth of the current density gives a time 100 times longer, 1.84 μs.

This time does not include the heating that brought the copper to its melting point.

### (c) Resistivity rise on melting

Let $\rho_{\rm eff}(f)$ be the resistivity of the mixture, defined as mean field divided by mean current density. The argument of (a), applied to a piece containing many solid and liquid regions, gives a mean heating $J^2\rho_{\rm eff}$. Therefore

$$
L\frac{df}{dt}=J^2\rho_{\rm eff}(f)
\quad\Longrightarrow\quad
t=\frac{L}{J^2}\int_0^1\frac{df}{\rho_{\rm eff}(f)} .
$$

**Layers across the current.** The same current crosses every layer and the voltages add, so resistivities are averaged: $\rho_{\rm eff}=(1-f)\rho+fr\rho=\rho[1+(r-1)f]$. Then

$$
t_{\rm across}=t_0\int_0^1\frac{df}{1+(r-1)f}
=t_0\,\frac{\ln r}{r-1}.
$$

For $r=2$ this is $0.693\times18.4=12.8$ ns.

**Layers along the current.** All layers have the same field and their currents add, so conductivities are averaged: $1/\rho_{\rm eff}=[(1-f)+f/r]/\rho$. Then

$$
t_{\rm along}=t_0\int_0^1\left[(1-f)+\frac fr\right]df
=\frac{t_0}{2}\left(1+\frac1r\right).
$$

For $r=2$ this is $0.75\times18.4=13.8$ ns. Both expressions return to $t_0$ as $r\to1$.

**Other mixtures.** Consider a block between two electrodes with insulating sides. Write $\mathbf j$ and $\mathbf E=-\nabla\phi$ for the true current density and field, and $\rho(\mathbf x)$ for the local resistivity, so that $\mathbf E=\rho(\mathbf x)\,\mathbf j$.

First compare $\mathbf j$ with a trial current $\mathbf j+\boldsymbol\delta$ that is also divergence-free, carries the same total current and does not cross the sides. Its dissipation is

$$
\int\rho(\mathbf x)|\mathbf j+\boldsymbol\delta|^2dV
=\int\rho(\mathbf x)|\mathbf j|^2dV+2\int\mathbf E\cdot\boldsymbol\delta\,dV
+\int\rho(\mathbf x)|\boldsymbol\delta|^2dV .
$$

The middle integral equals $-\oint\phi\,\boldsymbol\delta\cdot d\mathbf S$. It vanishes because $\phi$ is constant on each electrode, where $\boldsymbol\delta$ has no net current. The true current thus dissipates least. A uniform trial current dissipates $J^2\langle\rho\rangle$ per volume, so $\rho_{\rm eff}\le\langle\rho\rangle$, the value for layers across.

Now keep the voltage fixed and compare $\mathbf E$ with $\mathbf E-\nabla\chi$, where $\chi=0$ on the electrodes. With local conductivity $\sigma=1/\rho(\mathbf x)$, the cross term in $\int\sigma|\mathbf E-\nabla\chi|^2dV$ is $-2\int\mathbf j\cdot\nabla\chi\,dV$. It vanishes after integration by parts, because $\nabla\cdot\mathbf j=0$, $\chi=0$ on the electrodes and no current crosses the sides. The true field therefore gives the smallest value of this integral. A uniform trial field gives $1/\rho_{\rm eff}\le\langle1/\rho\rangle$, the value for layers along.

At each $f$ the resistivity lies between the two layered values, and hence

$$
t_{\rm across}\le t\le t_{\rm along}.
$$

As a numerical instance, a two-dimensional resistor network with one node per cell, whose cells melt in random order, gives 13.1 ns for $r=2$. The effective-medium approximation for a continuous two-dimensional mixture gives a similar 13.3 ns.

Heat sharing matters here. Without it, the solid parts of a strip layered across the current would still be heated at $J^2\rho$ and would need the full $t_0$; the extra heat would merely raise the temperature of the liquid.

### (d) Bounds with heat loss

**Heat taken up by cold oxide.** Consider an oxide half-space $x>0$, initially at $T_0$, whose surface is held at $T_m$ from $t=0$. Let $\Delta T=T_m-T_0$ and $D=k/c$. The conduction equation $\partial_tT=D\,\partial_x^2T$ has no built-in length, so try $T=T_0+\Delta T\,\theta(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Because $\partial_t\eta=-\eta/(2t)$ and $(\partial_x\eta)^2=1/(4Dt)$,

$$
-\frac{\eta}{2t}\theta'=\frac{1}{4t}\theta''
\quad\Longrightarrow\quad \theta''=-2\eta\,\theta'
\quad\Longrightarrow\quad \theta'=-\frac{2}{\sqrt\pi}e^{-\eta^2}.
$$

The prefactor follows from $\theta(0)=1$, $\theta(\infty)=0$ and $\int_0^\infty e^{-\eta^2}d\eta=\sqrt\pi/2$. The heat flux into the oxide is

$$
q=-k\,\partial_xT\big|_{x=0}
=k\Delta T\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}
=\frac{k\Delta T}{\sqrt{\pi Dt}} .
$$

Integrating from 0 to $t$, and using $k/\sqrt D=\sqrt{kc}\equiv e$, gives the heat per unit area

$$
Q(t)=\frac{2k\Delta T}{\sqrt{\pi D}}\sqrt t
=2e\,\Delta T\sqrt{\frac t\pi}.
$$

**Why the real loss is no larger.** Until melting ends, the copper is at or below $T_m$, and so is the oxide surface. The oxide starts at or above $T_0$. Let $w$ be the temperature in the half-space problem minus the real oxide temperature. Then $w\ge0$ at the surface and $w\le0$ initially. Since conduction is linear, split $w$ into two parts. The part driven by the surface starts at zero and stays non-negative, so its heat content cannot fall below its initial value. The part left by the initial condition is non-positive with zero surface value; it decays towards zero, so its heat content rises. The half-space problem therefore takes up at least as much heat as the real oxide. An interface resistance does not spoil the argument, because it still leaves the oxide surface at or below $T_m$.

**Lower bound.** While the copper is at $T_m$, no oxide is hotter, so heat flows outward. If the copper drops below $T_m$ for a while and returns, its energy is unchanged over that interval, so it has lost just the Joule heat produced. The total loss is not negative in either case, and $t\ge t_0$.

**Upper bound.** The energy balance per unit area at the end of melting, with two faces, is

$$
J^2\rho\,t\,d=Ld+2Q_{\rm real}(t)\le Ld+2Q(t).
$$

Divide by $Ld$ and set $y=\sqrt{t/t_0}$. Since $J^2\rho/L=1/t_0$ and $Q(t)=Q(t_0)\,y$,

$$
y^2\le1+\beta y,\qquad
\beta=\frac{2Q(t_0)}{Ld}=\frac{4e\,\Delta T}{Ld}\sqrt{\frac{t_0}{\pi}} .
$$

The quadratic $y^2-\beta y-1$ has one positive root, and the inequality holds up to it. Thus

$$
t_0\le t\le t_+=t_0\left[\frac{\beta+\sqrt{\beta^2+4}}{2}\right]^2 .
$$

For $\beta\ll1$ the bracket is about $1+\beta/2$, so $t_+\approx t_0(1+\beta)$ and the strip is nearly adiabatic. For $\beta\gg1$, $t_+\approx\beta^2t_0$. At fixed material data $\sqrt{t_0}\propto1/J$, so $\beta\propto1/(Jd)$: thin strips and low currents are the less adiabatic cases.

### (e) Two thicknesses

With $e=\sqrt{1.4\times1.65\times10^6}=1520\ \mathrm{J/(m^2\,K\,s^{1/2})}$ and $\Delta T=1058$ K,

$$
Q(t_0)=2(1520)(1058)\sqrt{\frac{1.84\times10^{-8}}{\pi}}
=246\ \mathrm{J/m^2}.
$$

For $d=1\ \mathrm{\mu m}$ the latent heat per area is $Ld=1840\ \mathrm{J/m^2}$, so $\beta=0.268$ and

$$
t_+=18.4\left[\frac{0.268+2.018}{2}\right]^2\mathrm{ns}=24.0\ \mathrm{ns}.
$$

For $d=0.1\ \mathrm{\mu m}$, $Ld$ is ten times smaller and $\beta=2.675$, giving

$$
t_+=18.4\left[\frac{2.675+3.340}{2}\right]^2\mathrm{ns}\approx166\ \mathrm{ns}.
$$

The interval is narrow for the thick strip and wide for the thin one. To locate the time within it, the heat equation for the oxide was solved numerically together with the energy balance of the copper. Two starting conditions were used:

- **Cold oxide.** Copper at $T_m$ suddenly meets oxide at 300 K. Melting ends after 24.0 ns for 1 μm and 146 ns for 0.1 μm. The second value is below $t_+$ because the flux into cold oxide is initially very large: the copper first cools below $T_m$, whereas the bound keeps the surface at $T_m$.
- **Prewarmed oxide.** Copper and oxide start at 300 K and the same $J$ heats the copper, with resistivity taken proportional to absolute temperature up to $T_m$ and fixed during melting. With a rough copper heat capacity of $3.9\times10^{6}\ \mathrm{J/(m^3\,K)}$, reaching $T_m$ takes 91 ns for 1 μm and 284 ns for 0.1 μm. These heating times are rough: a resistivity rising linearly from 1.7 μΩ cm at 300 K lengthens them by about 10%, while the melting times that follow change by less than 0.5 ns. Melting then takes a further 20.5 ns and 43 ns respectively.

Halving the oxide cell size from 10 to 5 nm changes the prewarmed melting times by 0.01 ns or less. The oxide warmed during the approach to melting draws less heat afterwards, in line with the comparison in (d).

The oxide data are a larger source of error. They are room-temperature values, and both $k$ and $c$ rise on heating. With $k=2\ \mathrm{W/(m\,K)}$ and $c=2.5\times10^6\ \mathrm{J/(m^3\,K)}$, as a rough guide to hot oxide, the upper bounds become 27 ns and 321 ns, and the prewarmed melting times 21.5 ns and 56 ns.

**Temperature inside the 1 μm strip.** For a first estimate, suppose the heat leaving through the faces is drawn evenly from the copper. At distance $s$ from the mid-plane the flux is then $q\,s/(d/2)$, and the temperature drop from centre to face is

$$
\delta T=\int_0^{d/2}\frac{q}{k_{\rm Cu}}\frac{s}{d/2}\,ds
=\frac{q\,d}{4k_{\rm Cu}} .
$$

Differentiating $Q\propto\sqrt t$ gives $q=Q(t_0)/(2t_0)=6.7\times10^9\ \mathrm{W/m^2}$ at $t_0$. With a rough liquid value $k_{\rm Cu}=160\ \mathrm{W/(m\,K)}$, $\delta T$ is about 10 K.

This estimate is too low near the end of melting. Partly melted copper stays at $T_m$, so it has no temperature gradient to carry heat outwards, and the loss is taken from the layers next to the faces. The centre therefore finishes melting first and overheats while the faces are still melting. Solving the heat equation across the copper as well, with the same $k_{\rm Cu}$ throughout, gives a difference of about 60 K when the last solid disappears. Melting then takes 25.8 ns with cold oxide and 22.3 ns with prewarmed oxide, instead of 24.0 and 20.5 ns. The first value lies above $t_+$, which was derived for copper at one temperature. At this thickness the one-temperature assumption is thus reasonable to about 10% in the melting time.

### (f) Comparison with a real interconnect

The assumed current density is far above normal operation, which is roughly of order $1\ \mathrm{MA/cm^2}$; the example describes a severe overload. The resistivity is a rough value for bulk solid copper near melting, and narrow lines have a higher one because electrons also scatter at surfaces and grain boundaries. For a 0.1 μm thick strip in oxide, the adiabatic assumption fails most clearly: with the prewarmed oxide of (e), heat loss lengthens melting from 18 to about 43 ns. A line that is also narrow loses heat through its sides as well, which this one-dimensional estimate leaves out. For a 1 μm strip under the same conditions the change is only to 20.5 ns, or about 22 ns when temperature differences inside the copper are included. The resistivity rise is of similar size and opposite sign: by itself it shortens the time to 13–14 ns. Including both effects, with temperature resolved across the 1 μm strip, molten layers lying along the current and $r=2$, gives about 16 ns with prewarmed oxide and about 19 ns with cold oxide. Which effect dominates therefore depends on how warm the oxide already is.

Two smaller corrections can be sized. An interface resistance of $10^{-8}\ \mathrm{m^2\,K/W}$, a rough value, reduces the cold-oxide time of the 1 μm strip from 24.0 to 23.5 ns. If the quoted $L$ refers to the room-temperature volume, a rough 7% expansion up to melting lowers the latent heat per hot volume and gives $t_0=18.4/1.07=17.2$ ns at the same $J$ and $\rho$.

The model also assumes that the supply maintains the current and that the molten strip remains continuous. If the current falls as the resistance rises, melting takes longer than at fixed current; if the strip breaks, the calculation no longer applies. The 18 ns result is therefore the answer to the idealised problem and an order-of-magnitude guide for a micrometre-thick strip, but a poor estimate for a 0.1 μm thick strip. The numerical output below lists the values from the one-temperature calculations with the room-temperature oxide data.

## Computed values

```
current density: 100 MA/cm^2 = 1.0e+12 A/m^2
resistivity: 10 microohm cm = 1.0e-07 ohm m
latent heat: 1.84e+09 J/m^3
electric field: 0.10 V/um
heating density: 1.00e+17 W/m^3 = 0.10 W/um^3
adiabatic melting time t0: 18.40 ns
melted fraction after 10 ns: 0.543
t0 at 10 MA/cm^2: 1.84 us
strip 1 um x 10 um, current: 10.0 A
-- resistivity rise on melting (rough ratio) --
liquid/solid resistivity ratio: 2.0
time, layers across current: 12.75 ns
time, layers along current: 13.80 ns
time, random 2D mixture (network): 13.11 ns
-- heat loss to oxide (rough thermal data) --
melting point, room temperature: 1358 K, 300 K
oxide conductivity: 1.4 W/(m K)
oxide heat capacity: 1.65e+06 J/(m^3 K)
copper heat capacity: 3.9e+06 J/(m^3 K)
copper conductivity (liquid): 160 W/(m K)
oxide effusivity: 1520 J/(m^2 K s^0.5)
oxide diffusion length in t0: 125 nm
heat bound per face in t0: 246 J/m^2
thick limit (1 mm), simulated time: 18.40 ns
d = 1.0 um: latent heat per area 1840 J/m^2
  loss ratio beta: 0.268
  upper bound on melting time: 24.0 ns
  simulated, cold oxide: 24.0 ns
  heating from room to melting point: 91 ns
  simulated melting, prewarmed oxide: 20.5 ns
  shift, 10 nm to 5 nm cells: -0.001 ns
d = 0.1 um: latent heat per area 184 J/m^2
  loss ratio beta: 2.675
  upper bound on melting time: 166.5 ns
  simulated, cold oxide: 146.0 ns
  heating from room to melting point: 284 ns
  simulated melting, prewarmed oxide: 43.2 ns
  shift, 10 nm to 5 nm cells: -0.010 ns
interface resistance: 1e-08 m^2 K/W
1 um strip, cold oxide, with it: 23.5 ns
temperature drop inside 1 um strip: 10.5 K
rough solid expansion up to melting: 7 percent
t0 if latent heat is cut by it: 17.2 ns
```
